# Why Weakly Coupled Polar Cells Keep Local Dipoles Above the Transition

If zero polarization above a ferroelectric transition is read as zero dipole in every cell, each cell is placed at the top of its energy barrier. For the parameters used below, that is a point 0.40 eV above the wells at a temperature where \(kT\) is 0.060 eV. The cell's energy, its fluctuations and its response to a field then all come out wrong. The average over cells and the dipole of one cell are controlled by different energies, which are separated here and then weighed.

## The three energies

Let \(x_i=p_i/p_0\) be the dipole of cell \(i\) in units of its value at a well bottom. The model is

\[
E=\sum_i V(x_i)-\sum_{i<j}J_{ij}x_ix_j,\qquad V(x)=E_b(x^2-1)^2 .
\]

- \(E_b\) is the barrier when the neighbours exert no net field.
- \(J_0=\sum_jJ_{ij}\) is the total coupling. Turning one cell against aligned neighbours changes \(-J_0\) into \(+J_0\) and costs \(2J_0\).
- \(kT\) is the thermal energy. The statistics are classical, and \(V\) does not change with temperature.

To "retain a dipole" means that \(|x|\) stays near 1. The sign still fluctuates, with zero mean. Two peaks in the distribution of \(x\) are not enough as a criterion, because a free cell in a fixed double well has them at any temperature. The useful measure is the contrast \(P(1)/P(0)\), with \(P\) the probability density of \(x\).

## The barrier alone

A free cell has \(P_0(x)\propto e^{-V(x)/kT}\), so its contrast is \(e^{E_b/kT}\). Averages over \(P_0\) carry the subscript 0.

## What neighbours do to the size of a dipole

Single out one cell of a finite lattice without applied field. Its neighbours exert \(h=\sum_jJ_{ij}x_j\), which adds \(-xh\) to its energy. Summing over all other cells gives

\[
P(x)\propto e^{-V(x)/kT}\,C(x),\qquad
C(x)=\langle e^{xh/kT}\rangle_{\rm rest}=\langle\cosh(xh/kT)\rangle_{\rm rest}.
\]

"Rest" denotes the lattice with this cell removed. The second form holds because reversing all remaining dipoles leaves their energy unchanged and reverses \(h\). Since \(\cosh\ge1\),

\[
\frac{P(1)}{P(0)}=e^{E_b/kT}\langle\cosh(h/kT)\rangle_{\rm rest}\ \ge\ e^{E_b/kT}.
\]

No mean-field approximation has entered, and the couplings may have either sign. Moreover, \(C\) grows with \(|x|\). For two independent free cells \(x,y\),

\[
\langle x^2\rangle-\langle x^2\rangle_0
=\frac{\langle (x^2-y^2)\,[C(x)-C(y)]\rangle_0}{2\langle C\rangle_0}\ge0,
\]

because both factors have the same sign. Replacing \(x^2\) by the indicator of \(|x|<1/2\), which falls with \(|x|\), reverses the inequality. Neighbours therefore cannot increase the share of cells near the barrier top. In this model they push \(|x|\) outward. With a strong barrier the shift is small, at most of order \(\sum_j|J_{ij}|/8E_b\). For \(E_b=0.40\) eV and \(J_0=0.06\) eV on a cubic lattice at 700 K, the mean of \(|x|\) moves from 0.965 to 0.969. It can overshoot when order is lost far below \(J_0/k\): a chain with the same energies never orders, and at 150 K its mean is 1.012 against 0.994 for a free cell. With a weak barrier the neighbours can carry \(|x|\) further past 1 and broaden its spread.

## What neighbours do to order

It remains to show that order is lost while \(kT\) is still far below \(E_b\). Take \(J_{ij}\ge0\) and equivalent cells.

**Response of one cell.** In a field \(h\), the free-cell mean \(m_1(h)\) has slope \(dm_1/dh=\mathrm{Var}(x)/kT\), from differentiating the weight \(e^{(hx-V)/kT}\). Differentiating again, \(d\,\mathrm{Var}/dh=\kappa_3/kT\), where \(\kappa_3=\langle(x-m_1)^3\rangle\). To find its sign, take four independent copies and define

\[
\begin{aligned}
a&=\tfrac12(x_1+x_2+x_3+x_4), & b&=\tfrac12(x_1+x_2-x_3-x_4),\\
c&=\tfrac12(x_1-x_2+x_3-x_4), & d&=\tfrac12(x_1-x_2-x_3+x_4).
\end{aligned}
\]

The mean cancels from \(b,c,d\). In \(\langle bcd\rangle\) only cubes of a single copy's deviation survive, each with coefficient \(+1/8\), so \(\langle bcd\rangle=\kappa_3/2\). Direct expansion gives \(\sum x_i=2a\), \(\sum x_i^2=a^2+b^2+c^2+d^2\), and

\[
\sum_i x_i^4=(\text{terms even in each of }a,b,c,d)+6abcd .
\]

The joint weight is thus a positive even function times \(\exp[(2ha-6E_b\,abcd)/kT]\). Write \(q=bcd\) and \(\lambda=6E_b/kT\). Adding the contributions of \(b\) and \(-b\) to \(\langle bcd\rangle\) gives \(-2q\sinh(\lambda aq)\,e^{2ha/kT}\). Adding those of \(a\) and \(-a\) gives

\[
-4q\sinh(\lambda|a|q)\,\sinh(2h|a|/kT)\le0\qquad(h\ge0).
\]

So \(\kappa_3\le0\) for \(h\ge0\), and by symmetry the response is largest at \(h=0\), where it is \(\chi_1=\langle x^2\rangle_0/kT\).

**Response of the lattice.** Compare two copies of the lattice, in fields \(+F\) and \(-F\) (energies, \(F>0\)), with means \(+m\) and \(-m\). Start them equal. Update the same cell in both by redrawing it from its equilibrium distribution in the current local field, using the same random number as the cumulative probability. A larger local field shifts that distribution upward, so \(x_i^+\ge x_i^-\) persists. The two local fields differ by \(\sum_jJ_{ij}(x_j^+-x_j^-)+2F\), and the redrawn means differ by at most \(\chi_1\) times this. Averaged in the steady state,

\[
2m\le\chi_1(2J_0m+2F)\quad\Rightarrow\quad m\le\frac{\chi_1F}{1-\chi_1J_0}\qquad(\chi_1J_0<1).
\]

The bound does not depend on lattice size and vanishes with \(F\), so there is no spontaneous order. The transition obeys \(T_c\le T_{MF}\), with

\[
kT_{MF}=J_0\langle x^2\rangle_0 .
\]

This temperature is unique. With \(x=\sqrt{kT}\,y\), the weight becomes \(\exp(-E_bkT\,y^4+2E_by^2)\), and \(\langle x^2\rangle_0/kT=\langle y^2\rangle\) has temperature derivative \(-kE_b\,\mathrm{Cov}(y^2,y^4)<0\).

**The Landau reading.** When the barrier is strong, \(x\approx\pm1\), and a mean \(m\) requires fractions \((1\pm m)/2\) of each sign. The entropy per cell is \(k(\ln2-m^2/2+\dots)\). In mean field the free energy per cell therefore contains \(\tfrac12(kT-J_0)m^2\). The restoring term is the entropy of the signs, not the stiffness of a well. A minimum at \(m=0\) says nothing against \(|x|\approx1\).

## Two limits of the barrier

**Strong barrier.** Put \(x=1+y\), so \(V=E_b(4y^2+4y^3+y^4)\), and let \(t=kT/E_b\ll1\). The quadratic term gives \(\langle y^2\rangle=t/8\). The cubic term gives \(\langle y\rangle=-(4/t)\langle y^4\rangle=-(4/t)\,3(t/8)^2=-3t/16\). Hence

\[
\langle x^2\rangle_0\approx1+2\langle y\rangle+\langle y^2\rangle=1-\frac t4,\qquad
kT_{MF}\approx J_0\left(1-\frac{J_0}{4E_b}\right).
\]

Ordering is set by \(J_0\) and the contrast by \(E_b\). Numerically, \(kT_{MF}<J_0\) once \(E_b/J_0>0.293\). The contrast at \(T_{MF}\), and at any temperature between \(T_c\) and \(T_{MF}\), then exceeds \(e^{E_b/J_0}\).

**Weak barrier.** For \(kT\gg E_b\) the quartic term dominates. The substitution \(u=E_bx^4/kT\) gives \(\langle x^2\rangle_0\approx g\sqrt{kT/E_b}\), with \(g=\Gamma(3/4)/\Gamma(1/4)\). Then

\[
kT_{MF}\approx g^2\frac{J_0^2}{E_b},\qquad
\frac{E_b}{kT_{MF}}\approx\frac1{g^2}\left(\frac{E_b}{J_0}\right)^2\to0,\qquad g^2=0.114 .
\]

In mean field, well-formed dipoles do not precede order here. The full mean-field equation shows the passage between the limits:

| \(E_b/J_0\) | \(kT_{MF}/J_0\) | free contrast at \(T_{MF}\) |
|---|---|---|
| 0.1 | 1.71 | 1.06 |
| 1 | 0.83 | 3.3 |
| 3 | 0.90 | 28 |
| 10 | 0.97 | 29,000 |

At \(E_b/J_0=0.1\) the limiting law would give 1.14 instead of 1.71, so it needs a still lower barrier.

## How long a sign lasts

Let \(M\) be the moving mass and \(u_0\) its displacement at \(x=1\). The well bottom gives \(\omega_0^2=8E_b/(Mu_0^2)\). A free cell crosses \(x=0\) at the rate \(\langle|\dot x|\rangle P_0(0)\). With \(s^2=kT/(Mu_0^2)\), one has \(\langle|\dot x|\rangle=s\sqrt{2/\pi}\). Treating both wells as Gaussian, \(P_0(0)\approx\omega_0e^{-E_b/kT}/(2\sqrt{2\pi}\,s)\). The product is

\[
\text{rate}\approx\frac{\omega_0}{2\pi}e^{-E_b/kT}.
\]

This is an average over cells in equilibrium. An isolated cell with energy below the barrier top would never cross; it needs energy from the rest of the crystal. A cell that does cross may return at once, so the rate is an upper limit on lasting reversals. For \(kT\ll E_b\) the dipole is therefore long-lived on the vibrational scale, but with energy exchange it is not frozen.

## Weighing the contributions in numbers

Take round parameters in the rough regime of a hafnia–zirconia memory film: \(E_b=0.40\) eV, \(J_0=0.06\) eV, polarization 50 uC/cm2 and cell volume 0.134 nm3. Four oxygens (64 u) move by 0.03 nm. Then \(p_0=6.70\times10^{-29}\) C m, or 0.418 e nm. This implies 3.5 e per moved oxygen, well above the formal charge of 2 e, so the displacement is only a rough value. It enters the time and quantum estimates below, not the classical contrast or the ordering temperature.

**Ordering.** The strong-barrier formula gives \(0.06(1-0.0375)=0.0578\) eV, or 670 K; the full equation gives \(T_{MF}=667\) K. Monte Carlo runs on simple cubic lattices with nearest-neighbour coupling show where order is actually lost. Between \(6^3\) and \(10^3\) cells, the rms mean dipole stays near 0.77 at 450 K, but falls from 0.21 to 0.10 at 600 K. This places the lattice transition between those temperatures, below the bound. At 600 K the rms dipole of a single cell is still \(0.99\,p_0\).

**Barrier.** At 700 K, \(E_b/kT=0.40/0.0603=6.63\), and the free contrast is 758.

**Neighbours.** Averaged over windows of width 0.2, the contrast at 700 K is 666 for a free cell and 712 in the lattice. The share with \(|x|<1/2\) is 0.78 % and 0.73 %. The lattice contrast carries a sampling scatter of several percent, because few samples fall near \(x=0\). Averaging the exact one-cell distribution over the sampled local fields removes most of it and gives 728, or 1.09 times the free value. As a check, six independent neighbours at \(x=\pm1\), each coupled by \(J_0/6=0.01\) eV, would multiply the free contrast by \(\cosh^6(0.01/0.0603)=1.09\). The barrier supplies nearly all of the contrast, and the neighbours add roughly a tenth.

**Control.** With \(J_0\) held fixed, \(E_b\) lowered to 0.006 eV and the temperature set to the new \(T_{MF}\) of 1191 K, the lattice's window contrast is 1.14. This lattice orders lower, between 900 and 1000 K, and at 1000 K the contrast is still only about 1.2. The well-formed dipoles disappear when the barrier does: the mean of \(|x|\) stays near 1.2, but its spread is about 0.7.

**Time.** At 700 K the equilibrium rate is one crossing per free cell every 67 ps, or about 790 vibration periods, averaged over cells. This uses the exact \(P_0(0)\); the Gaussian formula gives 65 ps, or 758 periods. The time is proportional to the assumed displacement: 0.055 nm, which implies 1.9 e per oxygen, gives 124 ps. Lasting reversals are no more frequent than this. Crossings counted along simulated trajectories agree with the equilibrium rate within their counting scatter of several percent.

**Smaller corrections.** The vibrational quantum is 48 meV, and quantum motion lowers the free contrast from 758 to 701. Placing 80 % of the same \(J_0\) along one axis changes the share with \(|x|<1/2\) at 600 K from 0.36 % to 0.33 % in single runs, each uncertain by about 0.01 %; with the sampling noise removed the values are 0.35 % and 0.33 %. Halving the barrier is far more serious: the contrast at 700 K drops to 28.

## Beside a real film

The chosen polarization is high compared with the remanent values of many films, roughly 10–30 uC/cm2. Three comparisons limit what the model can say about them.

- **Coupling.** The dipolar energy scale \(p_0^2/(4\pi\epsilon_0\epsilon_\infty\,\text{volume})\) is 0.38 eV for a rough electronic permittivity \(\epsilon_\infty=5\). This far exceeds \(J_0\), which must therefore be a net result of opposing couplings. With mixed signs the bound on \(T_c\) derived above no longer applies as it stands. The contrast inequality does, at whatever temperature order is lost, provided the couplings are bilinear as in the model. Terms such as \(Kx_i^2x_j^2\) lie outside the proof: with \(K=+0.02\) eV per bond, a chain at 700 K has a contrast of about 510, below the free value of 758.
- **Switching.** The steepest slope of \(V\), at \(x=1/\sqrt3\), is \(8E_b/(3\sqrt3)=0.62\) eV. Dividing by \(p_0\) gives 14.7 MV/cm as the field that turns all cells at once when the coupling is left out; a positive \(J_0\) raises it slightly. This is well above a rough breakdown field of 4 MV/cm. The estimate leaves out thermal activation, and the omission is large: with these parameters a cell crosses \(x=0\) every 0.5 to 2 microseconds at 300 K, and for fields applied more slowly than that the mean-field switching field is only about 0.5 MV/cm. With these parameters, switching below breakdown needs an easier path than all cells turning together, such as cells turning a few at a time with thermal help.
- **A changing well.** The high-temperature phase of hafnia-based material is commonly a nonpolar tetragonal one, which breaks the assumption of a fixed \(V\). For cells with \(|x|<1/2\) to become as common as polar ones at 700 K, they need an extra entropy of \(\ln(0.9922/0.0078)=4.85\) in units of \(k\). Spread over the 36 modes of a 12-atom cell, this is \(0.135\,k\) per mode. A classical mode gains \(k\ln(\omega/\omega')\) when its frequency falls from \(\omega\) to \(\omega'\), so an average softening of about 13 % would suffice. The nonpolar share would then rise from under 1 % to one half.

Permittivity offers a way to tell the cases apart. The lattice at 700 K, with perfectly screening electrodes, has a dipole contribution of about 1900. Hafnia-based films have permittivities of a few tens, roughly, near room temperature. A similarly low value just above the transition would count against freely turning dipoles with these parameters, but only if it is the film's own response. A thin nonpolar layer at an electrode acts in series and can hide a large response: with 1 nm of permittivity 4, a 10 nm film of permittivity 1900 would measure only about 43, referred to the full 11 nm. For couplings that all favour alignment, large \(E_b/J_0\) thus secures local dipoles just above the transition, as long as the couplings are bilinear and the double well itself survives it. For mixed couplings, compare \(E_b\) with \(kT\) at the observed transition instead. The numerical output below gives the values for the aligned case.

## Calculated quantities

```
barrier Eb = 0.40 eV; total coupling J0 = 0.06 eV
Eb/J0 = 6.67; cost of turning one cell 2J0 = 0.12 eV
polarization = 50 uC/cm2; cell volume = 0.134 nm3
cell dipole p0 = 0.418 e nm = 6.70e-29 C m
displacement = 0.030 nm; mass = 64 u
kT_MF = 0.0575 eV; T_MF = 667 K
strong-barrier estimate of T_MF = 670 K
at T_MF: Eb/kT = 6.96; contrast = 1053
guaranteed contrast exp(Eb/J0) = 786
kT_MF < J0 whenever Eb/J0 > 0.293
weak-barrier factor [G(3/4)/G(1/4)]^2 = 0.1142
Eb/J0= 0.1: kT_MF/J0=1.711, Eb/kT_MF=0.058, free contrast=1.06
Eb/J0= 0.3: kT_MF/J0=0.992, Eb/kT_MF=0.302, free contrast=1.353
Eb/J0= 1.0: kT_MF/J0=0.831, Eb/kT_MF=1.204, free contrast=3.333
Eb/J0= 3.0: kT_MF/J0=0.900, Eb/kT_MF=3.334, free contrast=28.04
Eb/J0=10.0: kT_MF/J0=0.973, Eb/kT_MF=10.274, free contrast=2.897e+04
four cells, 700 K, F=0.002 eV: m=0.0810, bound=0.6380
lattice 450 K: rms mean dipole, 6^3 cells 0.775, 10^3 cells 0.768
lattice 600 K: rms mean dipole, 6^3 cells 0.213, 10^3 cells 0.102
lattice 600 K: rms cell dipole = 0.986 p0
lattice 700 K: rms mean dipole = 0.069 p0
lattice 700 K: rms cell dipole = 0.981 p0
free cell 700 K: rms dipole = 0.977 p0
share with |x|<0.5 at 700 K: lattice 0.73 %, free 0.78 %
window contrast (width 0.2) at 700 K: lattice 712, free 666
low-barrier control: Eb = 0.006 eV, T = 1191 K
control lattice: window contrast = 1.14, rms mean dipole = 0.132 p0
at 700 K: kT = 0.0603 eV; Eb/kT = 6.63
well frequency = 11.7 THz; quantum = 48.2 meV
residence time at 700 K = 67 ps = 786 vibration periods
counted/formula crossing rate = 1.017
free contrast at 700 K: classical 758, quantum 701
uneven coupling 80/10/10 %, 600 K: share with |x|<0.5 = 0.33 %, rms mean dipole = 0.069 p0
equal coupling, 600 K: share with |x|<0.5 = 0.36 %
contrast at 700 K if barrier halves = 28
entropy to make nonpolar cells equally common = 4.84 k per cell = 0.135 k per mode (36 modes)
dipolar energy scale = 0.38 eV (rough electronic permittivity 5)
uniform switching field = 14.7 MV/cm; rough breakdown field = 4 MV/cm
dipole part of permittivity, lattice at 700 K = 1866
```
